# The exchange hole and exchange energy of the uniform electron gas, part 1

(Sections cited here and not found follow in the later parts.)

## 1. What dimensions and symmetry fix

Take $N$ electrons in a volume $V$ at uniform density $n=N/V$, in the state obtained by filling the lowest plane waves with no regard to their repulsion. This state contains no charge $e$ and no mass. It is built from functions $e^{i\mathbf k\cdot\mathbf r}$, and once the volume is infinite the only length in it is $n^{-1/3}$, or equivalently the inverse of the Fermi wave number $k_F\propto n^{1/3}$. Suppose one electron is found at $\mathbf r$, and let $n_x$ be the change this causes in the density of electrons at $\mathbf r'$. Translation invariance makes $n_x$ a function of $\mathbf u=\mathbf r-\mathbf r'$ only. The occupied wave vectors fill a sphere, so rotation invariance makes it a function of $u=|\mathbf u|$ only. It has the dimension of a density. Therefore

$$n_x(u)=n\,h(y),\qquad y=k_Fu, \tag{1}$$

with one function $h$ that is the same at every density.

The Coulomb energy per electron that goes with this change of density is $\varepsilon_x=\tfrac12 e^2\int n_x(u)\,u^{-1}d^3u$ (Gaussian charge; the factor $\tfrac12$ is traced in section 4). Inserting (1) with $d^3u=4\pi y^2dy/k_F^3$ and $1/u=k_F/y$ gives $\varepsilon_x=e^2k_F\times(n/k_F^3)\times2\pi\int_0^\infty y\,h(y)\,dy$. Since $n/k_F^3$ is a pure number,

$$\varepsilon_x=-C_x\,e^2\,n^{1/3} \tag{2}$$

with a pure number $C_x$, provided the integral converges.

Spin symmetry suggests one value of $h$. If the two spin directions are equally populated, half of the density at $\mathbf r'$ has the spin of the electron at $\mathbf r$. Antisymmetry forbids that half to be at the same point and, in a state without interaction, nothing acts on the other half. This gives $h(0)=-\tfrac12$, and it also shows that the value cannot survive spin polarization: if all spins are parallel the whole density is excluded and $h(0)=-1$.

What remains open is the shape of $h$, the amount of charge it removes and the number $C_x$. From here on Hartree atomic units are used ($\hbar=m=e=1$, lengths in bohr, energies in hartree). The argument above applies to exchange alone. With the repulsion included in the wavefunction the Bohr radius enters as a second length, and the full hole depends on $k_Fu$ and on the density separately.

## 2. One and two electrons in a box

The definition comes first. Write $x=(\mathbf r,\sigma)$ for position and spin, and $\int dx=\sum_\sigma\int d^3r$. For a normalized antisymmetric $\Psi$ the pair density is

$$n_2(\mathbf r,\mathbf r')=N(N-1)\sum_{\sigma\sigma'}\int dx_3\cdots dx_N\,|\Psi(x,x',x_3,\dots,x_N)|^2 .$$

It integrates to $N(N-1)$, the number of ordered pairs. The density is $n(\mathbf r)=N\sum_\sigma\int dx_2\cdots dx_N|\Psi|^2$, and comparing the two definitions gives $\int n_2(\mathbf r,\mathbf r')\,d^3r'=(N-1)\,n(\mathbf r)$. The ratio $n_2(\mathbf r,\mathbf r')/n(\mathbf r)$ is the density of the other electrons at $\mathbf r'$ given one at $\mathbf r$. The hole is the difference between this conditional density and the full density:

$$n_2(\mathbf r,\mathbf r')=n(\mathbf r)\,[\,n(\mathbf r')+n_x(\mathbf r,\mathbf r')\,]. \tag{3}$$

It is called the exchange hole when $\Psi$ is a single Slater determinant. Integrating (3) over $\mathbf r'$ gives $(N-1)n(\mathbf r)=n(\mathbf r)[N+\int n_x\,d^3r']$, so for any state of fixed finite $N$

$$\int n_x(\mathbf r,\mathbf r')\,d^3r'=-1 . \tag{4}$$

The conditional density holds $N-1$ electrons and the full density holds $N$; the hole is the missing one.

One electron. There are no pairs, $n_2=0$, and (3) gives $n_x(\mathbf r,\mathbf r')=-n(\mathbf r')$. The hole removes the electron's own density.

Two electrons of opposite spin in a periodic box, both in the plane wave $e^{i\mathbf k\cdot\mathbf r}/\sqrt V$. The spatial part of $|\Psi|^2$ is $1/V^2$ and the spin singlet sums to one, so $n_2=2/V^2$ and $n=2/V$. Then $n_x=n_2/n-n=1/V-2/V=-1/V=-n/2$ everywhere. The integral over the box is $-1$. The value $-n/2$ appears already here, although the two electrons do not avoid each other at all: the hole only removes the electron at $\mathbf r$ from the count.

Two electrons of the same spin in plane waves $\mathbf k_1\ne\mathbf k_2$. The spatial wavefunction is

$$\Psi=\frac{1}{\sqrt2\,V}\left[e^{i\mathbf k_1\cdot\mathbf r+i\mathbf k_2\cdot\mathbf r'}-e^{i\mathbf k_2\cdot\mathbf r+i\mathbf k_1\cdot\mathbf r'}\right].$$

The phase difference of the two terms is $(\mathbf k_1-\mathbf k_2)\cdot(\mathbf r-\mathbf r')=\mathbf q\cdot\mathbf u$, so $|\Psi|^2=(2-2\cos\mathbf q\cdot\mathbf u)/(2V^2)$ and $n_2=2(1-\cos\mathbf q\cdot\mathbf u)/V^2$. With $n=2/V$,

$$n_x=\frac{1-\cos\mathbf q\cdot\mathbf u}{V}-\frac2V=-\frac{1+\cos\mathbf q\cdot\mathbf u}{V}.$$

At $\mathbf u=0$ this is $-2/V=-n$, the fully polarized value. The cosine integrates to zero over the periodic box because $\mathbf q$ is a nonzero allowed wave vector, so the integral is again $-1$. The hole now has structure, with a length set by the difference of the occupied wave vectors. When the occupied waves are many and fill a ball in wave-vector space, the cosines add in phase at $\mathbf u=0$ and largely cancel over most of the box, and the hole contracts around the electron.

## 3. Any Slater determinant

Let $\chi_1,\dots,\chi_N$ be orthonormal spin-orbitals and

$$\Psi=\frac1{\sqrt{N!}}\sum_P(-1)^P\prod_{a=1}^N\chi_{P(a)}(x_a),$$

the sum running over permutations $P$ with sign $(-1)^P$. Then

$$|\Psi|^2=\frac1{N!}\sum_{P,Q}(-1)^P(-1)^Q\prod_{a=1}^N\chi^*_{P(a)}(x_a)\,\chi_{Q(a)}(x_a).$$

Integration over $x_a$ for $a\ge3$ gives $\delta_{P(a),Q(a)}$ by orthonormality. The permutations $P$ and $Q$ then agree on $a=3,\dots,N$, so the two labels left for $a=1,2$ are the same pair. Call $i=P(1)$ and $j=P(2)$, with $i\ne j$. Either $Q(1)=i$, $Q(2)=j$, in which case $Q=P$ and the product of signs is $+1$; or $Q(1)=j$, $Q(2)=i$, in which case $Q$ differs from $P$ by one transposition and the product of signs is $-1$. For a given ordered pair $(i,j)$ there are $(N-2)!$ permutations $P$. The prefactor is $N(N-1)(N-2)!/N!=1$, and before the spin sum

$$n_2(x,x')=\sum_{i\ne j}\Big[|\chi_i(x)|^2|\chi_j(x')|^2-\chi_i^*(x)\chi_j(x)\,\chi_j^*(x')\chi_i(x')\Big].$$

For $i=j$ the bracket vanishes identically, so the restriction $i\neq j$ can be dropped. Both double sums then factorize. With the one-particle density matrix $\gamma(x,x')=\sum_j\chi_j(x)\chi_j^*(x')$, the first term is $\gamma(x,x)\gamma(x',x')$. In the second term the sum over $j$ is $\gamma(x,x')$ and the sum over $i$ is its complex conjugate. Hence $n_2(x,x')=\gamma(x,x)\gamma(x',x')-|\gamma(x,x')|^2$. The same counting with one coordinate left over gives the density $\gamma(x,x)$.

Assume now that each spin-orbital has a definite spin along one axis, $\chi=\varphi_{i s}(\mathbf r)\,\delta_{\sigma s}$. Then $\gamma(x,x')=\delta_{\sigma\sigma'}\gamma_\sigma(\mathbf r,\mathbf r')$ with

$$\gamma_\sigma(\mathbf r,\mathbf r')=\sum_i\varphi_{i\sigma}(\mathbf r)\,\varphi^*_{i\sigma}(\mathbf r'),\qquad \gamma_\sigma(\mathbf r,\mathbf r)=n_\sigma(\mathbf r).$$

Summing over $\sigma$ and $\sigma'$ gives $n_2=n(\mathbf r)n(\mathbf r')-\sum_\sigma|\gamma_\sigma(\mathbf r,\mathbf r')|^2$, and comparison with (3) gives

$$n_x(\mathbf r,\mathbf r')=-\frac{1}{n(\mathbf r)}\sum_\sigma|\gamma_\sigma(\mathbf r,\mathbf r')|^2 . \tag{5}$$

Four properties follow for every such determinant, uniform or not.

Sign. The hole is nowhere positive, being minus a sum of squares.

On-top value. At $\mathbf r'=\mathbf r$,

$$n_x(\mathbf r,\mathbf r)=-\frac{n_\uparrow^2+n_\downarrow^2}{n}. \tag{6}$$

With $n_\uparrow=n_\downarrow=n/2$ this is $-2(n/2)^2/n=-n/2$. With one spin only it is $-n$.

Depth. The Cauchy-Schwarz inequality for the sum over orbitals gives $|\gamma_\sigma(\mathbf r,\mathbf r')|^2\le n_\sigma(\mathbf r)n_\sigma(\mathbf r')$. Without polarization this means $n_x\ge-2\cdot\tfrac14 n(\mathbf r)n(\mathbf r')/n(\mathbf r)=-n(\mathbf r')/2$. Exchange can remove at most the same-spin half of the density.

Sum rule. Orthonormality gives

$$\int|\gamma_\sigma(\mathbf r,\mathbf r')|^2d^3r'=\sum_{ij}\varphi_{i\sigma}(\mathbf r)\varphi^*_{j\sigma}(\mathbf r)\int\varphi^*_{i\sigma}(\mathbf r')\varphi_{j\sigma}(\mathbf r')\,d^3r'=n_\sigma(\mathbf r),$$

which is the statement that $\gamma_\sigma$ is a projector. Summing over $\sigma$ and dividing by $n(\mathbf r)$ reproduces (4).

Check on the small cases of section 2. For one electron $|\gamma|^2=n(\mathbf r)n(\mathbf r')$ and (5) gives $-n(\mathbf r')$. For the opposite-spin pair $|\gamma_\sigma|^2=1/V^2$ for each spin and (5) gives $-(2/V^2)/(2/V)=-1/V$. For the same-spin pair $\gamma=(e^{i\mathbf k_1\cdot\mathbf u}+e^{i\mathbf k_2\cdot\mathbf u})/V$, so $|\gamma|^2=(2+2\cos\mathbf q\cdot\mathbf u)/V^2$, and division by $n=2/V$ gives $-(1+\cos\mathbf q\cdot\mathbf u)/V$. All three agree. The program tests (5), (6) and (4) on explicitly antisymmetrized four-electron wavefunctions with random orbitals on a small lattice, and it also asserts that the on-top value is $-n/2$ for two up and two down electrons in the same orbitals but differs from it for three up and one down.

## 4. The energy carried by the hole

The expectation value of the repulsion $\sum_{a<b}v(|\mathbf r_a-\mathbf r_b|)$ is a sum over $N(N-1)/2$ pairs, all equal because $|\Psi|^2$ is symmetric. Since $n_2$ carries the factor $N(N-1)$,

$$W=\frac12\iint n_2(\mathbf r,\mathbf r')\,v\,d^3r\,d^3r'=\frac12\iint n(\mathbf r)n(\mathbf r')\,v+\frac12\iint n(\mathbf r)\,n_x(\mathbf r,\mathbf r')\,v .$$

The first term is the classical Hartree energy and the second defines the exchange energy $E_x$. The factor $\tfrac12$ converts ordered pairs into pairs. For one electron $n_x=-n$ makes the two terms cancel, as they must when there is no second electron.

In the uniform gas the electrons move in a rigid positive background of the same density $n$. To keep each term finite take $v=e^{-\mu u}/u$ for the moment, and call $U=\iint n\,n\,v$. The Hartree term is $+U/2$, the electron-background attraction is $-U$, and the background self-energy is $+U/2$. They cancel for every $\mu>0$. What is left is $E_x=N\varepsilon_x$. After $V\to\infty$ the screening can be removed, $\mu\to0$, if $n_x(u)/u$ is absolutely integrable over all space, which section 6 confirms (it behaves as $1/u$ at small and $u^{-5}$ at large distance). Then

$$\varepsilon_x=\frac12\int\frac{n_x(u)}{u}\,d^3u=2\pi\int_0^\infty u\,n_x(u)\,du . \tag{7}$$

This is half the electrostatic potential energy of an electron at the centre of a positive charge cloud $|n_x|$. The whole interaction energy of the determinant in its background is this term.

The status of the state should be clear at this point. The filled Fermi sphere is the ground state of non-interacting electrons in a constant potential, and so it is the Kohn-Sham determinant of a gas whose density is uniform. The quantity $\varepsilon_x$ is the first-order energy in the repulsion. It is not the interaction energy of the true ground state, which contains correlation as well.

For any single Slater determinant, the exchange hole is now given by the density matrix through (5), and in the uniform gas it fixes the exchange energy per electron through (7). What remains is to find the shape of the hole for the filled Fermi sphere, the charge it holds in infinite volume, and the number $C_x$.
